# Fast Diagonalization of Three-Dimensional Kronecker-Sum Operators

## A cube with eight unknowns

Take two grid points in each direction, numbered 0 and 1, and the one-dimensional matrix

$$K=\begin{pmatrix}2&-1\\-1&2\end{pmatrix}.$$

Its normalized eigenvectors are $(1,1)/\sqrt2$ with eigenvalue $\lambda_0=1$ and $(1,-1)/\sqrt2$ with eigenvalue $\lambda_1=3$. Component $i$ of eigenvector $a$ is therefore $(-1)^{ia}/\sqrt2$.

On the $2\times2\times2$ grid, let $A$ apply $K$ along each direction and add the three results. The product $(-1)^{ia+jb+kc}/\sqrt8$ is an eigenvector of $A$, because each one-dimensional operation multiplies it by its own eigenvalue. The eigenvalues of $A$ are the sums $\lambda_a+\lambda_b+\lambda_c$: 3 once, 5 three times, 7 three times and 9 once.

Now solve $AU=F$ with a unit source at the corner $(0,0,0)$. The overlap of the source with every eigenvector is $1/\sqrt8$, so

$$U_{ijk}=\frac18\sum_{abc}\frac{(-1)^{ia+jb+kc}}{\lambda_a+\lambda_b+\lambda_c}.$$

At the source all signs are positive. At the opposite corner the sign is $(-1)^{a+b+c}$. Hence

$$U_{000}=\frac18\left(\frac13+\frac35+\frac37+\frac19\right)=0.184127,$$

$$U_{111}=\frac18\left(\frac13-\frac35+\frac37-\frac19\right)=0.006349.$$

An edge neighbour of the source has $U_{001}=0.034921$. The equation at the source corner reads $6U_{000}-3U_{001}=1$, which these values satisfy to rounding. No eight-by-eight matrix had to be factorized.

## The general operator

Let $K_1,K_2,K_3$ be real symmetric matrices of orders $n_1,n_2,n_3$, and let $N=n_1n_2n_3$. The problem is

$$(A-\sigma I)U=F,\qquad A=K_1\otimes I\otimes I+I\otimes K_2\otimes I+I\otimes I\otimes K_3,$$

where $\sigma$ is a real shift. Arrays are stacked with the last index running fastest. The Kronecker product is defined by its elements,

$$(B_1\otimes B_2\otimes B_3)_{ijk,abc}=(B_1)_{ia}(B_2)_{jb}(B_3)_{kc}.$$

Exchanging the row and column indices gives $(B_1\otimes B_2\otimes B_3)^T=B_1^T\otimes B_2^T\otimes B_3^T$. In a product of two such matrices the sum over intermediate indices separates:

$$\sum_{abc}(B_1)_{ia}(B_2)_{jb}(B_3)_{kc}(C_1)_{al}(C_2)_{bm}(C_3)_{cp}=(B_1C_1)_{il}(B_2C_2)_{jm}(B_3C_3)_{kp}.$$

Thus factors in the same position multiply each other.

Since each $K_i$ is real and symmetric, it has an orthogonal eigenvector matrix: $K_iQ_i=Q_i\Lambda_i$ and $Q_i^TQ_i=I$. Define $Q=Q_1\otimes Q_2\otimes Q_3$. The product rule gives $Q^TQ=I\otimes I\otimes I$, so $Q$ is orthogonal. For the first term of $A$,

$$Q^T(K_1\otimes I\otimes I)Q=(Q_1^TK_1Q_1)\otimes(Q_2^TQ_2)\otimes(Q_3^TQ_3)=\Lambda_1\otimes I\otimes I.$$

The other two terms give $I\otimes\Lambda_2\otimes I$ and $I\otimes I\otimes\Lambda_3$. With $\lambda_a,\mu_b,\nu_c$ the eigenvalues of $K_1,K_2,K_3$, the sum is

$$Q^T(A-\sigma I)Q=D,\qquad D_{abc}=\lambda_a+\mu_b+\nu_c-\sigma,$$

where $D$ is diagonal. An orthogonal transformation preserves eigenvalues, so the $N$ sums $\lambda_a+\mu_b+\nu_c$ are the complete spectrum of $A$, with multiplicity. Multiplying by $Q$ on the left and $Q^T$ on the right gives $A-\sigma I=QDQ^T$, and therefore

$$(A-\sigma I)^{-1}=QD^{-1}Q^T .$$

The inverse exists if and only if no $D_{abc}$ vanishes. Positive definiteness is not required: $\sigma$ may lie between eigenvalues. If some $D_{abc}=0$, a solution exists only when $F$ has zero overlap with the corresponding eigenvectors, and it is then not unique. Close to such a value the problem is ill conditioned, since the 2-norm condition number is $\max|D|/\min|D|$.

## The algorithm and its operation count

The solution takes three stages:

$$\hat F_{abc}=\sum_{ijk}(Q_1)_{ia}(Q_2)_{jb}(Q_3)_{kc}F_{ijk},$$

$$\hat U_{abc}=\hat F_{abc}/D_{abc},$$

$$U_{ijk}=\sum_{abc}(Q_1)_{ia}(Q_2)_{jb}(Q_3)_{kc}\hat U_{abc}.$$

The saving comes from nesting the sums. The first transform is evaluated as

$$\hat F_{abc}=\sum_k(Q_3)_{kc}\left[\sum_j(Q_2)_{jb}\left(\sum_i(Q_1)_{ia}F_{ijk}\right)\right].$$

The innermost sum produces $N$ numbers, one for each $(a,j,k)$, and each needs $n_1$ multiplications. The next two sums cost $Nn_2$ and $Nn_3$. The inverse transform costs the same, so one solve needs

$$2N(n_1+n_2+n_3)\ \text{multiplications and}\ N\ \text{divisions}.$$

For $n_1=n_2=n_3=n$ this is $6n^4$ multiplications and $n^3$ divisions. A sum of $n$ products needs $n-1$ additions, which adds $6n^3(n-1)$ additions. The total is about $12n^4$ floating-point operations.

The three dense eigenproblems cost order $n^3$ and are solved once for all right-hand sides and all shifts. Storage is $3n^2$ numbers for the eigenvectors and a few arrays of $n^3$ numbers. Neither $A$ nor $Q$ is formed.

Each contraction is a matrix product. View $F$ as a matrix $F_{(1)}$ with row index $i$ and column index $(j,k)$. Then

$$G=F_{(1)}^TQ_1,\qquad G_{jk,a}=\sum_iF_{ijk}(Q_1)_{ia}.$$

The result, read as a three-index array, has index order $(j,k,a)$. Repeating the operation with $Q_2$ and then $Q_3$ gives the order $(a,b,c)$, so three cyclic shifts restore the original arrangement. The return transform uses the same routine with $Q_i^T$ in place of $Q_i$.

## What a banded factorization costs

Consider the seven-point matrix of the discrete negative Laplacian on an $n^3$ grid, with zero boundary values. In the stacking used here, neighbours in the first direction are $n^2$ positions apart, so the half-bandwidth is $n^2$.

Eliminating an unknown couples all its remaining neighbours to one another. Two unknowns therefore become coupled when a path of eliminated unknowns joins them. Let $p$ be the next unknown to be eliminated, beyond the first grid plane. The eliminated unknowns form a connected set that contains the neighbour $p-n^2$. Any later unknown $q\le p+n^2$ has its own neighbour $q-n^2\le p$, which is either eliminated or is $p$ itself. Thus $p$ and $q$ are coupled. The couplings cannot cancel: the off-diagonal entries start non-positive, and each elimination step subtracts non-negative products from them.

Away from the first and last planes, each Cholesky column thus has $n^2$ entries below its diagonal. Updating one triangle of the remaining matrix takes $n^2(n^2+1)/2$ multiplications per column. With $n^3$ columns, the leading cost is $n^7/2$. Counting the nonzero entries of computed Cholesky factors gives 0.829 of this value at $n=6$ and 0.902 at $n=12$; the end planes are responsible for the deficit.

After factorization, two triangular solves use about $n^5$ factor entries each, or $2n^5$ multiplications per right-hand side. These counts refer to natural ordering, not to every sparse ordering.

## Selected entries of the inverse

The full inverse has $n^6$ entries, but its diagonal can be obtained without the rest. Setting the row and column indices equal in $QD^{-1}Q^T$ gives

$$\left[(A-\sigma I)^{-1}\right]_{ijk,ijk}=\sum_{abc}\frac{(Q_1)_{ia}^2(Q_2)_{jb}^2(Q_3)_{kc}^2}{D_{abc}}.$$

This is a single return transform applied to the array $1/D_{abc}$, with every eigenvector component squared. All $n^3$ diagonal entries together take $3n^4$ multiplications, besides $3n^2$ squarings and $n^3$ reciprocals. Calling the general solver once for each point source would take $n^3\cdot6n^4=6n^7$. A routine that evaluates the formula above for one entry at a time, nesting the three sums over the stored array $1/D_{abc}$, takes about $n^3$ multiplications per entry, or $n^6$ in all.

The same construction gives the entries between each point and its neighbour in the first direction: replace $(Q_1)_{ia}^2$ by $(Q_1)_{ia}(Q_1)_{i+1,a}$.

## Mass matrices

Finite elements and other non-orthogonal product bases lead to

$$A=K_1\otimes M_2\otimes M_3+M_1\otimes K_2\otimes M_3+M_1\otimes M_2\otimes K_3,$$

with $M_i$ symmetric positive definite. The equation is $(A-\sigma M)U=F$, where $M=M_1\otimes M_2\otimes M_3$.

In one direction, drop the index and write $M=LL^T$ for the one-dimensional mass matrix. The matrix $C=L^{-1}KL^{-T}$ is symmetric, so $CY=Y\Lambda$ with $Y$ orthogonal. Set $S=L^{-T}Y$. Then

$$S^TMS=Y^TL^{-1}LL^TL^{-T}Y=I,\qquad S^TKS=Y^TCY=\Lambda.$$

With $S_i$ constructed in each direction and $S=S_1\otimes S_2\otimes S_3$, the product rule gives $S^T(A-\sigma M)S=D$, with the same form of $D$ as before. Since $S$ is invertible,

$$A-\sigma M=S^{-T}DS^{-1},\qquad (A-\sigma M)^{-1}=SD^{-1}S^T.$$

The algorithm and the diagonal formula carry over with $S_i$ replacing $Q_i$. However, $S$ is generally not orthogonal: $S^{-1}=S^TM$. The load vector $F$ is transformed with $S^T$, whereas the expansion coefficients of a known field $U$ are $S^TMU$.

## Where the method stops

The derivation assumes one of the sum forms above, on a grid that is a product of lower-dimensional grids. The sum form is sufficient but not necessary: what matters is that the product eigenvectors diagonalize the operator. For example, $A^2$ has the same $Q$, with the squares of the eigenvalue sums on the diagonal. With one-dimensional factors on intervals, the domain is a box. A prism with an L-shaped cross-section can also be treated, by taking the whole cross-section as one factor, at the price of a larger dense eigenproblem. Without mass matrices, a potential is allowed if its grid values are $V_{ijk}=u_i+v_j+w_k$, since each part can be added to the diagonal of one $K_i$. With mass matrices and basis functions $\chi_i$, a potential $u(x)+v(y)+w(z)$ has the matrix $W_1\otimes M_2\otimes M_3+M_1\otimes W_2\otimes M_3+M_1\otimes M_2\otimes W_3$, where $(W_1)_{il}=\int\chi_i\,u\,\chi_l\,dx$ and likewise for the other directions. Each $W_i$ is added to $K_i$, and it is generally not diagonal. A general $V_{ijk}$ cannot be absorbed in this way, and the one-dimensional eigenvectors then do not diagonalize the operator. A right-hand side need not be separable.

## A Gaussian charge in a cube

In atomic units, a unit positive charge with density

$$\rho=\left(\frac{\alpha}{\pi}\right)^{3/2}e^{-\alpha s^2},\qquad s=|\mathbf r-\mathbf c|,$$

produces a potential satisfying $-\nabla^2\phi=4\pi\rho$. The free-space solution is $\phi=\operatorname{erf}(\sqrt\alpha s)/s$. Indeed, for a spherical function $\nabla^2\phi=(s\phi)''/s$, and

$$-\frac{(s\phi)''}{s}=-\frac1s\frac{d}{ds}\left(2\sqrt{\frac\alpha\pi}e^{-\alpha s^2}\right)=4\alpha\sqrt{\frac\alpha\pi}e^{-\alpha s^2}=4\pi\rho.$$

It is finite at the centre, where $\phi(\mathbf c)=2\sqrt{\alpha/\pi}$, and tends to $1/s$ far away. Integration by parts gives the self-energy:

$$E=\frac12\int\rho\phi\,d^3r=2\pi\left(\frac\alpha\pi\right)^{3/2}\int_0^\infty s e^{-\alpha s^2}\operatorname{erf}(\sqrt\alpha s)\,ds$$

$$=2\pi\left(\frac\alpha\pi\right)^{3/2}\frac1{2\alpha}\,2\sqrt{\frac\alpha\pi}\int_0^\infty e^{-2\alpha s^2}ds=\sqrt{\frac{\alpha}{2\pi}}.$$

Choose $\alpha=1$ bohr$^{-2}$, a cube of side 10 bohr centred at the origin, and $\mathbf c=(0.5,-0.5,1.0)$ bohr. The continuum values are $\phi(\mathbf c)=1.128379$ hartree/$e$ and $E=0.398942$ hartree.

With $n$ interior points per direction, the spacing is $h=10/(n+1)$ bohr. Each $K_i$ has $2/h^2$ on the diagonal and $-1/h^2$ beside it. The free-space potential supplies the boundary values. Each boundary neighbour enters the stencil as $-\phi_{\rm b}/h^2$; moved to the right, it adds $+\phi_{\rm b}/h^2$ to $4\pi\rho$. The energy is the grid sum $\frac12h^3\sum\rho\phi$. Fast diagonalization with $\sigma=0$ gives:

| $n$ | $h$ (bohr) | $\phi(\mathbf c)$ (hartree/$e$) | $E$ (hartree) |
|---|---|---|---|
| 19 | 0.500 | 1.157874 | 0.404003 |
| 39 | 0.250 | 1.135492 | 0.400186 |
| 79 | 0.125 | 1.130142 | 0.399252 |

The last energy is about 10.86 eV. Relative to the continuum, the errors at $n=79$ are $1.76\times10^{-3}$ hartree/$e$ and $3.10\times10^{-4}$ hartree. Between the last two grids they fall by factors of 4.035 and 4.017.

This behaviour follows from the stencil. For a plane wave with wavevector $\mathbf k$, the discrete negative Laplacian gives

$$\sum_i\frac{2-2\cos(k_ih)}{h^2}=k^2-\frac{h^2}{12}\sum_ik_i^4+\cdots,$$

whose reciprocal is

$$\frac1{k^2}\left(1+\frac{h^2}{12}\frac{\sum_ik_i^4}{k^2}+\cdots\right).$$

The angular average of $\sum_ik_i^4/k^4$ is $3\times\frac15=\frac35$, so the average relative correction at fixed $k$ is $h^2k^2/20$. In free space, the factor $k^2$ in $d^3k$ cancels the $1/k^2$ of the Coulomb potential. The remaining weight is $e^{-k^2/4\alpha}$ for $\phi(\mathbf c)$ and $e^{-k^2/2\alpha}$ for $E$, with mean $k^2$ equal to $2\alpha$ and $\alpha$. The leading relative errors are therefore $\alpha h^2/10$ and $\alpha h^2/20$. At $h=0.125$ bohr they predict $1.76\times10^{-3}$ hartree/$e$ and $3.12\times10^{-4}$ hartree, close to the errors found. The estimate omits the effect of the imposed boundary values.

For $n=79$ the smallest and largest entries of $D$ are 0.296050 and 767.7039 bohr$^{-2}$, so the condition number is about 2590. The largest stencil residual is $1.2\times10^{-12}$ of the largest $4\pi\rho$, which is $4/\sqrt\pi=2.26$ in atomic units. The 2-norm of the residual is at most $\sqrt N$ times its largest entry. Dividing by the smallest $D$ bounds the algebraic error at any point by about $6\times10^{-9}$ hartree/$e$. The errors in the table thus belong to the discretization.

The diagonal entry of $A^{-1}$ at the charge centre is 0.00392047 bohr$^2$. A unit point charge on that node has density $1/h^3$, hence right-hand side $4\pi/h^3$. With zero potential on the walls, its potential at its own node is

$$\frac{4\pi(0.00392047)}{(0.125)^3}=25.2\ \text{hartree}/e.$$

This number has no continuum limit. On an infinite grid $A$ is a fixed dimensionless matrix divided by $h^2$, so the diagonal of its inverse scales as $h^2$ and the self-potential as $1/h$.

For the 493,039 unknowns at $n=79$, one solve takes $6n^4=2.337\times10^8$ multiplications. Two products with an explicitly stored $Q$ would take $2n^6=4.862\times10^{11}$, larger by $n^2/3\approx2080$. The leading term for banded Cholesky factorization is $n^7/2=9.602\times10^{12}$, larger by $n^3/12\approx41{,}000$. Once that factor exists, the ratio for each further right-hand side is $2n^5/6n^4=n/3\approx26$. Doubling $n$ multiplies the number of unknowns by 8 and the work of a fast-diagonalization solve by 16.
